# Self-consistent Born approximation in one Landau level and its accuracy

**The system.** An electron of mass $m$ and one spin direction moves in a plane in a perpendicular magnetic field, with cyclotron frequency $\omega_c$ and magnetic length $l=\sqrt{\hbar/(m\omega_c)}$. The disorder potential is Gaussian white noise,

$$\langle V(\mathbf r)\rangle=0,\qquad \langle V(\mathbf r)V(\mathbf r')\rangle=W\,\delta(\mathbf r-\mathbf r').$$

Without the field, the density of states is $\nu_0=m/(2\pi\hbar^2)$ and the golden rule gives the scattering rate $\hbar/\tau=2\pi W\nu_0$. Keep only Landau level $N$, with projector $P$, and measure the energy $E$ from its centre. The level holds one state per area $2\pi l^2$, so $P(\mathbf r,\mathbf r)=1/(2\pi l^2)$. This projection requires a disorder broadening small compared with $\hbar\omega_c$.

## Part (a)

*Solve the self-consistent Born approximation (SCBA) for the averaged Green's function. Find the density of states and its half-width.*

**Answer.** In the SCBA the self-energy is one disorder line over the full averaged Green's function:

$$\Sigma(\mathbf r,\mathbf r')=W\delta(\mathbf r-\mathbf r')\,G(\mathbf r,\mathbf r).$$

Try $G=g(E)P$. Then $G(\mathbf r,\mathbf r)=g/(2\pi l^2)$ does not depend on position, so $\Sigma$ is a number and the ansatz is consistent:

$$\Sigma=Ag,\qquad A=\frac{W}{2\pi l^2},\qquad g=\frac1{E-Ag}.$$

To express $A$ through $\tau$, use

$$\frac1{2\pi l^2}=\frac{m\omega_c}{2\pi\hbar}=\nu_0\hbar\omega_c,
\qquad A=W\nu_0\hbar\omega_c=\frac{\hbar\omega_c}{2\pi}\frac{\hbar}{\tau}.$$

The equation for $g$ is quadratic, $Ag^2-Eg+1=0$. For $E^2<4A$ its roots are complex, and the retarded function is the one with negative imaginary part:

$$g=\frac{E-i\sqrt{4A-E^2}}{2A}.$$

For $E^2>4A$ the root that behaves as $1/E$ at large $|E|$ is real, so the density vanishes. With $\Gamma=2\sqrt A$, the density $\nu=-\operatorname{Im}g/(2\pi^2l^2)$ is

$$\nu(E)=\frac1{2\pi l^2}\,\frac{2}{\pi\Gamma}\sqrt{1-\frac{E^2}{\Gamma^2}},
\qquad
\Gamma=\sqrt{\frac{2}{\pi}\,\hbar\omega_c\,\frac{\hbar}{\tau}} .$$

This is a semiellipse. For $\hbar=1$ its half-width is $\sqrt{2\omega_c/(\pi\tau)}$, independent of $N$. At the centre,

$$\frac{\nu(0)}{\nu_0}=\frac{2\hbar\omega_c}{\pi\Gamma}=\sqrt{\frac{2\omega_c\tau}{\pi}} .$$

## Part (b)

*Evaluate $\Gamma$ for $\hbar\omega_c=10$ meV and $\hbar/\tau=0.5$ meV. Within the SCBA, estimate how neighbouring levels move the band edge, taking a ladder that extends equally far up and down.*

**Answer.** Here $\omega_c\tau=20$ and

$$\Gamma=\sqrt{2(10)(0.5)/\pi}\ \text{meV}=1.784\ \text{meV}.$$

In the one-level projection the central density is $20/(\pi\times1.784)=3.57$ times $\nu_0$; the symmetric ladder treated next raises it to 3.62.

With all levels present, white noise still gives one number $\Sigma$, now summed over the ladder. Put $z=E-\Sigma$. Then

$$E=z+A\sum_j\frac1{z-j\hbar\omega_c}
=z+\frac{\pi A}{\hbar\omega_c}\cot\frac{\pi z}{\hbar\omega_c}.$$

Just above the band $z$ is real. The upper edge is the minimum of $E(z)$ for $z$ between the level centre and the middle of the gap; slightly below that minimum, $z$ becomes complex and the density is nonzero. For $z\ll\hbar\omega_c$, the expansion $\cot y\simeq1/y-y/3$ gives

$$E\simeq(1-\delta)z+\frac Az,\qquad
\delta=\frac{\pi^2A}{3(\hbar\omega_c)^2}=\frac{\pi^2\Gamma^2}{12(\hbar\omega_c)^2}.$$

The minimum lies at $z^2=A/(1-\delta)$, so

$$E_{\rm edge}\simeq\Gamma\sqrt{1-\delta}\simeq
\Gamma\left[1-\frac{\pi^2\Gamma^2}{24(\hbar\omega_c)^2}\right]=1.761\ \text{meV}.$$

Numerical minimization with 4001 levels gives 1.7605 meV, against 1.7608 meV from this formula; the shift is $-1.3\%$ relative to $\Gamma$. One-level projection is therefore good for the half-width here. A real ladder ends at $N=0$. The unmatched levels above push both edges down together, and this estimate does not include that shift. For white noise it grows logarithmically with the number of levels kept and can far exceed the change in half-width: for $N=0$ it is $-0.23$ meV with ten levels above and $-0.41$ meV with a hundred. The narrowing also changes, to about half the value found above for $N=0$.

## Part (c)

*Let $m_{2k}$ be the average of $E^{2k}$ per state in the projected problem, in units of $A^k=(\Gamma/2)^{2k}$. Express it as a sum over pairings of the $2k$ potentials, and identify the SCBA terms.*

**Answer.** Set $l=1$ from here on. Write $\mathbf r=\mathbf R+\boldsymbol\xi$, where the guiding centre $\mathbf R$ commutes with the cyclotron coordinate $\boldsymbol\xi$. The components of each obey $[R_x,R_y]=-i$ and $[\xi_x,\xi_y]=i$ for one field direction; reversing the field changes both signs. Projection fixes the cyclotron state $|N\rangle$:

$$Pe^{i\mathbf q\cdot\mathbf r}P=F_N(q)T_{\mathbf q},\quad
T_{\mathbf q}=e^{i\mathbf q\cdot\mathbf R},\quad
F_N(q)=\langle N|D_{\mathbf q}|N\rangle,\quad D_{\mathbf q}=e^{i\mathbf q\cdot\boldsymbol\xi}.$$

In ladder operators, $D_{\mathbf q}=e^{\alpha a^\dagger-\alpha^*a}$ with $|\alpha|^2=q^2/2\equiv x$. Normal ordering gives

$$F_N=e^{-x/2}\sum_{j=0}^N\frac{(-x)^j}{(j!)^2}\frac{N!}{(N-j)!}
=e^{-x/2}L_N(x),$$

where $L_N$ is the Laguerre polynomial.

A Gaussian average pairs the potentials. Each pair, or line, carries momentum $\mathbf q_i$ at its first end and $-\mathbf q_i$ at its second. It contributes $W\int d^2q_i\,F_N^2/(2\pi)^2$. Since $W=2\pi A$, division by $A$ leaves the measure

$$d\mu(\mathbf q)=\frac{d^2q}{2\pi}F_N(q)^2 .$$

The remaining operators obey

$$T_{\mathbf q}T_{\mathbf p}=T_{\mathbf p}T_{\mathbf q}e^{i\mathbf q\times\mathbf p},\qquad
\mathbf q\times\mathbf p=q_xp_y-q_yp_x .$$

Remove the lines in the order of their first ends by moving $T_{-\mathbf q_i}$ left until it cancels $T_{\mathbf q_i}$. A line with both ends in between gives two opposite phases. A line with one end in between, which crosses line $i$, gives $e^{i\mathbf q_i\times\mathbf q_j}$. Thus

$$m_{2k}=\sum_{\text{pairings}}\int\prod_i d\mu(\mathbf q_i)\,
\exp\Big(i\sum_{i<j,\ \text{crossing}}\mathbf q_i\times\mathbf q_j\Big).$$

Part (d) shows that $\int d\mu=1$. Every uncrossed pairing therefore has weight 1. Their number $C_k$ is found by pairing the first potential with another: $i$ pairs lie between these two and $k-1-i$ outside, so

$$C_k=\sum_{i=0}^{k-1}C_iC_{k-1-i},\qquad C_0=1 .$$

These are the Catalan numbers $1,1,2,5,14,\dots$. The SCBA equation in the form $Eg=1+Ag^2$, with $g=\sum_k m_{2k}A^k/E^{2k+1}$, gives the same recursion. The SCBA thus keeps the uncrossed pairings and drops all crossed ones. The second moment has no crossed pairing, so the SCBA gives the root-mean-square width $\Gamma/2$ correctly for every $N$.

## Part (d)

*Show that $\mu$ is normalized, and that no crossed pairing, of any order, has a weight larger in magnitude than*

$$c_N=\int_0^\infty dx\,e^{-2x}L_N(x)^4 .$$

**Answer.** The first ingredient is an expansion in displacement operators. Let $X=\xi_x$ and $Y=\xi_y$, with $[X,Y]=i$. In the $X$ representation,

$$\langle s|D_{\mathbf q}|s'\rangle=e^{iq_x(s+s')/2}\,\delta(s-s'+q_y).$$

The integrals over $q_x$ and $q_y$ then give

$$\int\frac{d^2q}{2\pi}\langle s|D_{\mathbf q}|s'\rangle\langle t'|D_{\mathbf q}^\dagger|t\rangle
=2\,\delta(s+s'-t-t')\,\delta(s-s'-t+t')=\delta(s-t)\,\delta(s'-t').$$

Contracting with the matrix elements of $|N\rangle\langle N|$ yields

$$|N\rangle\langle N|=\int\frac{d^2q}{2\pi}F_N(q)D_{\mathbf q}^\dagger .$$

Now take $\langle N|D_{\mathbf K}\cdots D_{\mathbf K}^\dagger|N\rangle$ of both sides. The left side becomes $F_N(K)^2$. On the right, $D_{\mathbf K}D_{\mathbf q}^\dagger D_{\mathbf K}^\dagger$ is $D_{\mathbf q}^\dagger$ times a phase $e^{\pm i\mathbf K\times\mathbf q}$, whose sign is immaterial because $F_N$ is even. Hence

$$F_N(K)^2=\int d\mu(\mathbf q)\,e^{i\mathbf K\times\mathbf q}.\qquad(1)$$

At $\mathbf K=0$, $F_N(0)=1$ gives $\int d\mu=1$.

In a crossed pairing, choose a line $i$ that crosses at least one other. Its momentum appears in the phase as $\mathbf q_i\times\mathbf K$, where $\mathbf K$ is the sum of the crossing momenta with signs $\pm$. By (1), integration over $\mathbf q_i$ gives $F_N(K)^2\ge0$. The other phases have modulus 1, so the weight $w$ satisfies

$$|w|\le\int\prod_{j\ne i}d\mu(\mathbf q_j)\,F_N(K)^2 .$$

Choose one momentum in $\mathbf K$ and write $\mathbf K=\pm\mathbf q+\mathbf K'$. Using (1) twice,

$$\int d\mu(\mathbf q)F_N(|\pm\mathbf q+\mathbf K'|)^2
=\int d\mu(\mathbf p)\,e^{i\mathbf K'\times\mathbf p}F_N(p)^2
\le\int d\mu(\mathbf p)\,F_N(p)^2 .$$

The last integral is $\int(d^2p/2\pi)F_N^4=c_N$, because $d^2p\to2\pi\,dx$ after the angular integral. The other momenta integrate to 1, which proves $|w|\le c_N$. There are $(2k-1)!!=1\cdot3\cdots(2k-1)$ pairings in total, so

$$|m_{2k}-C_k|\le\big[(2k-1)!!-C_k\big]\,c_N.\qquad(2)$$

## Part (e)

*Show that $c_N$ decreases with every step in $N$ and tends to zero. State what this proves about the SCBA.*

**Answer.** Take two oscillators $a,b$ in the state $|N,N\rangle$ and displace both by $\alpha$. The expectation value of this double displacement is $F_N^2$. In the modes $c=(a+b)/\sqrt2$ and $d=(a-b)/\sqrt2$, it displaces $c$ alone, by $\sqrt2\alpha$. Since $a^\dagger b^\dagger=(c^{\dagger2}-d^{\dagger2})/2$,

$$|N,N\rangle=\frac1{2^NN!}\sum_{k=0}^N\binom Nk(-1)^{N-k}
c^{\dagger\,2k}d^{\dagger\,2N-2k}|0\rangle .$$

The probability of finding $2k$ quanta in mode $c$ is therefore

$$p_k=\frac{(2k)!\,(2N-2k)!}{4^N(k!)^2[(N-k)!]^2}=u_ku_{N-k},\qquad
u_k=\frac1{4^k}\binom{2k}{k}.$$

Terms with different $k$ do not interfere, because mode $d$ is untouched and its occupations differ. Hence $F_N^2=\sum_kp_ke^{-x}L_{2k}(2x)$, or

$$L_N(x)^2=\sum_{k=0}^Np_kL_{2k}(2x).$$

Square this, insert it in $c_N$ and substitute $t=2x$. Laguerre orthonormality gives $c_N=\tfrac12\sum_kp_k^2$. For example, $c_0=\tfrac12$ and $c_1=\tfrac12(\tfrac14+\tfrac14)=\tfrac14$.

Let $w_k=u_k^2$ and $S_N=2c_N=\sum_kw_kw_{N-k}$. By the symmetry $k\leftrightarrow N+1-k$,

$$(N+1)S_{N+1}=2\sum_{k=1}^{N+1}k\,w_kw_{N+1-k}.$$

Put $k=j+1$ and use $w_{j+1}=w_j(2j+1)^2/[4(j+1)^2]$. The factor multiplying $w_jw_{N-j}$ is

$$\frac{(2j+1)^2}{2(j+1)}=2j+\frac1{2(j+1)} .$$

By symmetry again, $\sum_j2j\,w_jw_{N-j}=NS_N$. Since $1/(j+1)\le1$,

$$(N+1)S_{N+1}\le\left(N+\tfrac12\right)S_N,\qquad
c_{N+1}\le\left[1-\frac1{2(N+1)}\right]c_N .$$

So $c_N$ decreases at every step. Iteration from $c_0=\tfrac12$ gives $c_N\le\tfrac12\prod_{j=1}^N[1-1/(2j)]=u_N/2$. The logarithm of the product is at most $-\tfrac12\sum_{j=1}^N1/j$, which diverges to $-\infty$, so $c_N\to0$.

The leading decay follows from $u_k\simeq1/\sqrt{\pi k}$:

$$c_N\simeq\frac1{2\pi^2}\sum_{k=1}^{N-1}\frac1{k(N-k)}\simeq\frac{\ln N}{\pi^2N}.$$

The relative correction to this form falls only as $1/\ln N$, so it should not be used for numbers at moderate $N$. The finite sum gives $c_5=0.093$, $c_{10}=0.055$ and $c_{100}=0.0080$; the last is still 1.7 times the leading form.

By (2), every fixed moment tends to its SCBA value as $N\to\infty$. A distribution on a bounded interval is determined by its moments, so the integrated density of states converges to that of the semiellipse. The bound itself tightens at each step in $N$; (2) does not say that the error at each energy does so.

Nor is the bound uniform in the order $k$, because the number of crossed pairings grows rapidly. This matters for the tails. Suppose that, in a rare fluctuation, the potential averages to $U$ over a region much wider than the cyclotron orbit. Projected wave packets spread evenly over the region then have a mean energy close to $U$, so by the variational principle the spectrum reaches at least about as far as $U$, even for $|U|>\Gamma$. The sharp SCBA edges are thus an artefact at every finite $N$. The proof also uses white noise throughout and does not cover smooth disorder. Since $F_N$ extends to momenta of order $\sqrt{2N+1}/l$, white noise stands for a correlation length short compared with $l/\sqrt{2N+1}$, so a potential of fixed correlation length leaves the scope of the proof as $N$ grows.

## Part (f)

*Find $m_4$ and $m_6$ and compare them with a direct diagonalization for $N=0,1,5$.*

**Answer.** Four potentials have two uncrossed pairings and one crossed. By (1), the crossed one has weight $\int d\mu\,F_N^2=c_N$, so $m_4=2+c_N$.

Six potentials, placed on a circle, have 15 pairings, of which 5 are uncrossed. If all three lines cross one another, each joins opposite points: 1 pairing. If one line crosses two others that do not cross each other, it joins opposite points, which can be chosen in 3 ways. The remaining 6 have a single crossing and weight $c_N$. Therefore

$$m_6=5+6c_N+3a_N+b_N,\qquad a_N=\int_0^\infty dx\,e^{-3x}L_N(x)^6,$$

$$b_N=\int d\mu(\mathbf q_1)\,d\mu(\mathbf q_2)\,e^{i\mathbf q_1\times\mathbf q_2}F_N(|\mathbf q_1+\mathbf q_2|)^2 .$$

For $N=5$, quadrature gives $a_5=0.0318$ and $b_5=0.0095$, so $m_6=5+0.558+0.095+0.010=5.66$.

For the direct calculation, 300 white-noise potentials were drawn for each $N$ on a $48\times48$ grid covering a torus with 64 states per level. Each was projected with explicit Landau functions and diagonalized. The uncertainties are standard errors over the potentials.

| $N$ | $m_4$ sampled | $2+c_N$ | $m_6$ sampled | $m_6$ pairings |
|---|---|---|---|---|
| 0 | $2.505\pm0.040$ | 2.50 | $9.2\pm0.3$ | 9.25 |
| 1 | $2.270\pm0.029$ | 2.25 | $7.1\pm0.2$ | 6.92 |
| 5 | $2.091\pm0.015$ | 2.09 | $5.65\pm0.07$ | 5.66 |

The SCBA values are 2 and 5. Relative to the full $m_4$, the SCBA is too small by $0.5/2.5=20\%$ at $N=0$ and by $0.093/2.093=4.4\%$ at $N=5$. The sixth moment, which weights the outer part of the band more strongly, is worse: 46% too small at $N=0$ and 12% at $N=5$.

The sampled spectra show the same trend. After the sampled spectrum is symmetrized about $E=0$, the largest difference between the integrated density per state and its SCBA value is 0.023, 0.013 and 0.007 for $N=0,1,5$. The fraction of states outside $\pm\Gamma$ is 3.6%, 2.4% and 1.3%. These last two sets describe the finite torus. Between sets of potentials, and between tori with 64 and 256 states, the fractions move by 0.1 to 0.2 percentage points and the differences by about 0.001. They show the semiellipse becoming a better description of the bulk of the level while some states remain beyond its edges.
